**Boris rotation: exact speed, lagging gyrophase**

The program tests that the Boris magnetic update conserves speed and turns the perpendicular velocity by $2\arctan(h/2)$ per step, where $h$ is the cyclotron frequency times the time step. After $M$ gyroperiods the lag is $2\pi M[1-\arctan(h/2)/(h/2)]$. Symbolic algebra asserts the speed identity for a general weight of the second cross product, and the eigenvalues of the rotation matrix confirm the angle for several field directions and strengths. Step-by-step runs assert the accumulated lag, its nearly quadratic dependence on $h$ and its removal by the tangent correction. For $h=0.2$ and 100 gyroperiods the output shows a lag of 2.082 rad, while the speed drifts only by round-off. In an axially weakening field, a full Boris orbit is compared with an accurate Runge–Kutta orbit, and the lag is 1.72 rad. The program also sizes the phase shifts from the field gradient, a weak axial electric field and the relativistic mass, and the expected number of argon collisions.

## Check in Python

```python
"""
Result under test: the Boris magnetic rotation keeps the speed exactly and turns
the perpendicular velocity by 2*arctan(h/2) per step instead of h, so that after
M true gyroperiods the gyrophase lags by 2*pi*M*(1 - arctan(h/2)/(h/2)).

Symbols: h = cyclotron frequency times time step; t = (q dt / 2m) B (vector);
weight = factor of the second cross product, 2/(1+t.t) in the Boris scheme.
Scaled units in the orbit runs: time in 1/(cyclotron frequency), speed in units
of the initial perpendicular speed, length in gyroradii. The particle is an
electron, which turns anticlockwise about B (taken along z).
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def cross(a, b):
    return (a[1]*b[2] - a[2]*b[1], a[2]*b[0] - a[0]*b[2], a[0]*b[1] - a[1]*b[0])


def dot(a, b):
    return a[0]*b[0] + a[1]*b[1] + a[2]*b[2]


def rotate(v, t, weight=None):
    if weight is None:
        weight = 2/(1 + dot(t, t))
    c = cross(v, t)
    v_prime = (v[0] + c[0], v[1] + c[1], v[2] + c[2])
    d = cross(v_prime, t)
    return (v[0] + weight*d[0], v[1] + weight*d[1], v[2] + weight*d[2])


def turn(v_old, v_new):
    """Signed angle about z between two velocities."""
    return math.atan2(v_old[0]*v_new[1] - v_old[1]*v_new[0],
                      v_old[0]*v_new[0] + v_old[1]*v_new[1])


def lag_formula(h, periods):
    return 2*math.pi*periods*(1 - math.atan(h/2)/(h/2))


# ---------- symbolic tests of speed conservation ----------
v_sym = sp.symbols('vx vy vz', real=True)
t_sym = sp.symbols('tx ty tz', real=True)
w_sym = sp.symbols('w', real=True)
new_sym = rotate(v_sym, t_sym)
assert sp.simplify(dot(new_sym, new_sym) - dot(v_sym, v_sym)) == 0
assert sp.simplify(dot(new_sym, t_sym) - dot(v_sym, t_sym)) == 0
sum_sym = tuple(new_sym[i] + v_sym[i] for i in range(3))
implicit = cross(sum_sym, t_sym)
assert all(sp.simplify(new_sym[i] - v_sym[i] - implicit[i]) == 0 for i in range(3))
general = rotate(v_sym, t_sym, w_sym)
change = dot(general, general) - dot(v_sym, v_sym)
t2 = dot(t_sym, t_sym)
v_cross_t = cross(v_sym, t_sym)
# |v x t|^2 equals t^2 times the squared perpendicular speed
claimed = w_sym*dot(v_cross_t, v_cross_t)*(w_sym*(1 + t2) - 2)
assert sp.expand(change - claimed) == 0

# ---------- rotation matrix in random directions ----------
rng = np.random.default_rng(4)
for size in (0.05, 0.1, 0.7, 3.0):
    axis = rng.normal(size=3)
    t_vec = size*axis/np.linalg.norm(axis)
    matrix = np.array([rotate(tuple(e), tuple(t_vec)) for e in np.eye(3)]).T
    assert np.allclose(matrix.T @ matrix, np.eye(3), atol=1e-13)
    assert abs(np.linalg.det(matrix) - 1) < 1e-12
    largest_angle = np.max(np.abs(np.angle(np.linalg.eigvals(matrix))))
    assert abs(largest_angle - 2*math.atan(size)) < 1e-10

# ---------- example inputs ----------
h = 0.2
periods = 100
B = 0.0875               # T
energy_perp = 3.0        # eV
energy_par = 1.0         # eV
pressure_mTorr = 1.0
gas_temperature = 300.0  # K
sigma = 6e-20            # m^2, rough electron-argon cross section at a few eV
gradient_length = 0.2    # m
E_axial = 15.0           # V/m, about 3 V over the gradient length

omega = const.e*B/const.m_e
dt = h/omega
total_phase = 2*math.pi*periods
total_time = total_phase/omega
v_perp = math.sqrt(2*energy_perp*const.e/const.m_e)
v_par = math.sqrt(2*energy_par*const.e/const.m_e)
speed = math.hypot(v_perp, v_par)
gyroradius = v_perp/omega
par_ratio = v_par/v_perp
start = (1.0, 0.0, par_ratio)


def run(step, count, half_tangent=None, weight=None):
    """Accumulated turn and final velocity after count steps in a uniform field."""
    t = (0.0, 0.0, -(step/2 if half_tangent is None else half_tangent))
    v, phase = start, 0.0
    for _ in range(count):
        new = rotate(v, t, weight)
        phase += turn(v, new)
        v = new
    return phase, v


def simulated_lag(step):
    """Lags at the whole steps around the end time, and interpolated to it."""
    n = int(total_phase/step)
    low = n*step - run(step, n)[0]
    high = (n + 1)*step - run(step, n + 1)[0]
    return low, high, low + (high - low)*(total_phase/step - n)


# ---------- the accumulated lag ----------
lag = lag_formula(h, periods)
lag_low, lag_high, lag_sim = simulated_lag(h)
assert abs(lag_sim - lag) < 1e-8
lag_half = simulated_lag(h/2)[2]
assert abs(lag_half - lag_formula(h/2, periods)) < 1e-8
assert abs(lag_sim/lag_half - 4) < 0.03
leading = total_phase*h**2/12
assert abs(leading/lag_sim - 1) < h**2/4

n_low = int(total_phase/h)
n_high = n_low + 1
phase_end, v_end = run(h, n_high)
speed_drift = abs(math.sqrt(dot(v_end, v_end)/dot(start, start)) - 1)
assert speed_drift < 1e-11
true_end = (math.cos(n_high*h), math.sin(n_high*h))
vector_error = math.hypot(v_end[0] - true_end[0], v_end[1] - true_end[1])
assert abs(vector_error - 2*math.sin(lag_high/2)) < 1e-8

# cures and contrast
phase_tan = run(h, n_high, half_tangent=math.tan(h/2))[0]
lag_tan = abs(n_high*h - phase_tan)
assert lag_tan < 1e-9
target_lag = 0.1
h_target = brentq(lambda x: lag_formula(x, periods) - target_lag, 1e-3, 0.2)
assert abs(simulated_lag(h_target)[2] - target_lag) < 1e-7
v_bad = run(h, n_high, weight=2.0)[1]
growth = math.hypot(v_bad[0], v_bad[1])
assert abs(growth/(1 + 4*(h/2)**4)**(n_high/2) - 1) < 1e-8

# ---------- neglected field gradient: field weakens along z ----------
L = gradient_length/gyroradius


def field(x):
    return (x[0]/(2*L), x[1]/(2*L), 1 - x[2]/L)


def orbit(end_time, push):
    """Accurate orbit; also integrates the gyrophase and the local lag rate."""
    def rhs(_, y):
        v = (y[3], y[4], y[5])
        b = field(y)
        c = cross(v, b)
        a = (-c[0], -c[1], -c[2] + push)
        phase_rate = (v[0]*a[1] - v[1]*a[0])/(v[0]**2 + v[1]**2)
        size = math.sqrt(dot(b, b))
        lag_rate = size - 2/h*math.atan(size*h/2)
        return [v[0], v[1], v[2], a[0], a[1], a[2], phase_rate, lag_rate]
    y0 = [0.0, -1.0, 0.0, 1.0, 0.0, par_ratio, 0.0, 0.0]
    result = solve_ivp(rhs, (0, end_time), y0, method='DOP853',
                       rtol=1e-10, atol=1e-10)
    assert result.success
    return result.y[:, -1]


end_time = (n_high - 0.5)*h
free = orbit(end_time, 0.0)
gradient_shift = free[6] - end_time
guiding_centre = -(par_ratio*end_time**2/2 + end_time**3/(12*L))/L
assert abs(gradient_shift/guiding_centre - 1) < 0.01
pushed = orbit(end_time, -E_axial/(B*v_perp))
ambipolar_shift = pushed[6] - free[6]

# Boris leapfrog in the same field: velocity lives half a step before position
x = (0.0, -1.0, 0.0)
v = (math.cos(h/2), -math.sin(h/2), par_ratio)
boris_phase = 0.0
for _ in range(n_high):
    b = field(x)
    new = rotate(v, (-b[0]*h/2, -b[1]*h/2, -b[2]*h/2))
    boris_phase += turn(v, new)
    v = new
    x = (x[0] + h*v[0], x[1] + h*v[1], x[2] + h*v[2])
gradient_lag = free[6] + h/2 - boris_phase
assert abs(gradient_lag - free[7]) < 0.05

# ---------- other neglected effects ----------
pressure = pressure_mTorr*1e-3*const.torr
gas_density = pressure/(const.k*gas_temperature)
collisions = gas_density*sigma*speed*total_time
gamma_minus_one = (energy_perp + energy_par)*const.e/(const.m_e*const.c**2)
relativistic_shift = total_phase*gamma_minus_one

# ---------- output ----------
print(f"cyclotron frequency times time step: {h:.3f} rad")
print(f"magnetic field: {B*1e3:.1f} mT")
print(f"perpendicular energy: {energy_perp:.1f} eV")
print(f"parallel energy: {energy_par:.1f} eV")
print(f"cyclotron angular frequency: {omega:.4e} rad/s")
print(f"time step: {dt*1e12:.3f} ps")
print(f"gyroperiod: {2*math.pi/omega*1e9:.4f} ns")
print(f"time of {periods} gyroperiods: {total_time*1e9:.2f} ns")
print(f"perpendicular speed: {v_perp:.4e} m/s")
print(f"gyroradius: {gyroradius*1e6:.2f} um")
print(f"steps in {periods} gyroperiods: {total_phase/h:.4f}")
print(f"true phase after {periods} gyroperiods: {total_phase:.4f} rad")
print(f"numerical turn per step: {2*math.atan(h/2):.9f} rad")
print(f"phase lost per step: {h - 2*math.atan(h/2):.6e} rad")
print(f"relative frequency deficit: {100*lag/total_phase:.5f} %")
print(f"lag from formula: {lag:.5f} rad")
print(f"lag from formula: {math.degrees(lag):.2f} degrees")
print(f"lag from simulation, interpolated: {lag_sim:.5f} rad")
print(f"simulated lag after {n_low} steps: {lag_low:.5f} rad")
print(f"simulated lag after {n_high} steps: {lag_high:.5f} rad")
print(f"leading-order lag: {leading:.5f} rad")
print(f"simulated lag with half the step: {lag_half:.5f} rad")
print(f"ratio of the two lags: {lag_sim/lag_half:.4f}")
print(f"relative speed drift after {n_high} steps: {speed_drift:.1e}")
print(f"perpendicular velocity error / speed: {vector_error:.4f}")
print(f"lag with tangent correction: {lag_tan:.1e} rad")
print(f"frequency times step for {target_lag} rad lag: {h_target:.5f} rad")
print(f"time step for {target_lag} rad lag: {h_target/omega*1e12:.3f} ps")
print(f"perpendicular speed growth factor, weight 2: {growth:.4f}")
print(f"field gradient length (rough): {gradient_length:.2f} m")
print(f"axial travel in gradient: {free[2]*gyroradius*1e3:.2f} mm")
print(f"field change along the path: {-100*free[2]/L:.2f} %")
print(f"physical phase shift by gradient: {gradient_shift:.2f} rad")
print(f"same shift, guiding-centre theory: {guiding_centre:.2f} rad")
print(f"Boris lag in the gradient field: {gradient_lag:.3f} rad")
print(f"lag rate integrated along orbit: {free[7]:.3f} rad")
print(f"axial electric field (rough): {E_axial:.1f} V/m")
print(f"physical phase shift by that field: {ambipolar_shift:.2f} rad")
print(f"argon pressure: {pressure_mTorr:.1f} mTorr")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"argon cross section (rough): {sigma*1e20:.0f}e-20 m^2")
print(f"expected argon collisions in that time: {collisions:.3f}")
print(f"relativistic phase delay: {relativistic_shift:.4f} rad")
print("no test failed")
```

It prints:

```
cyclotron frequency times time step: 0.200 rad
magnetic field: 87.5 mT
perpendicular energy: 3.0 eV
parallel energy: 1.0 eV
cyclotron angular frequency: 1.5390e+10 rad/s
time step: 12.996 ps
gyroperiod: 0.4083 ns
time of 100 gyroperiods: 40.83 ns
perpendicular speed: 1.0273e+06 m/s
gyroradius: 66.75 um
steps in 100 gyroperiods: 3141.5927
true phase after 100 gyroperiods: 628.3185 rad
numerical turn per step: 0.199337305 rad
phase lost per step: 6.626950e-04 rad
relative frequency deficit: 0.33135 %
lag from formula: 2.08192 rad
lag from formula: 119.29 degrees
lag from simulation, interpolated: 2.08192 rad
simulated lag after 3141 steps: 2.08153 rad
simulated lag after 3142 steps: 2.08219 rad
leading-order lag: 2.09440 rad
simulated lag with half the step: 0.52281 rad
ratio of the two lags: 3.9821
relative speed drift after 3142 steps: 4.4e-16
perpendicular velocity error / speed: 1.7259
lag with tangent correction: 5.8e-12 rad
frequency times step for 0.1 rad lag: 0.04371 rad
time step for 0.1 rad lag: 2.840 ps
perpendicular speed growth factor, weight 2: 1.8744
field gradient length (rough): 0.20 m
axial travel in gradient: 26.41 mm
field change along the path: -13.21 %
physical phase shift by gradient: -40.34 rad
same shift, guiding-centre theory: -40.34 rad
Boris lag in the gradient field: 1.717 rad
lag rate integrated along orbit: 1.716 rad
axial electric field (rough): 15.0 V/m
physical phase shift by that field: 2.30 rad
argon pressure: 1.0 mTorr
gas temperature: 300 K
argon cross section (rough): 6e-20 m^2
expected argon collisions in that time: 0.094
relativistic phase delay: 0.0049 rad
no test failed
```
